# Diffusion along a low-angle tilt boundary made of dislocation pipes: test program

```python
"""Diffusion along a low-angle tilt boundary made of dislocation pipes.

Result under test, for transport parallel to the dislocation lines:
    delta*D_b = pi a^2 D_p / d,   d = b / (2 sin(theta/2))
a: pipe radius, D_p: pipe diffusivity, b: Burgers vector, theta: tilt angle,
d: pipe spacing, delta: boundary width, D_b: boundary diffusivity.
D_l is the lattice diffusivity. Numerical cells use nm and units of D_l.
"""
import numpy as np
from scipy import constants
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import eigsh, spsolve

theta = 0.1
radius = 0.5          # nm
burgers = 0.25        # nm
D_pipe = 1e-14        # m^2/s
D_lattice = 1e-19     # m^2/s, rough typical value
anneal_time = 3600.0  # s
temperature = 750.0   # K, rough typical value
activation = 1.5      # eV, rough typical value
nm = 1e-9
contrast = D_pipe / D_lattice

spacing = burgers / (2 * np.sin(theta / 2))
spacing_small = burgers / theta
area = np.pi * radius**2
delta_Db = area * nm**2 * D_pipe / (spacing * nm)
delta_Db_small = area * nm**2 * D_pipe / (spacing_small * nm)


# --- Spacing from the closure failure of a vector lying in the boundary
def rotation(angle):
    c, s = np.cos(angle), np.sin(angle)
    return np.array([[c, -s], [s, c]])


probe = np.array([0.0, 1000.0])
closure = rotation(theta / 2) @ probe - rotation(-theta / 2) @ probe
spacing_closure = 1000.0 / (np.linalg.norm(closure) / burgers)
assert abs(spacing_closure / spacing - 1) < 1e-10


# --- Misorientation from the summed elastic fields of the dislocation wall
def wall_rotation(x, y, gap, count=20000, poisson=0.3, step=1e-3):
    offsets = gap * np.arange(-count, count + 1)

    def displacement(px, py):
        Y = py - offsets
        r2 = px**2 + Y**2
        ux = np.arctan2(Y, px) + px * Y / (2 * (1 - poisson) * r2)
        uy = -((1 - 2 * poisson) * np.log(r2)
               + (px**2 - Y**2) / r2) / (4 * (1 - poisson))
        return burgers * ux / (2 * np.pi), burgers * uy / (2 * np.pi)

    duy = displacement(x + step, y)[1] - displacement(x - step, y)[1]
    dux = displacement(x, y + step)[0] - displacement(x, y - step)[0]
    return np.sum(duy - dux) / (4 * step)


far = 5 * spacing
tilt_elastic = abs(wall_rotation(far, 0.3 * spacing, spacing)
                   - wall_rotation(-far, 0.3 * spacing, spacing))
# tolerance: truncated wall and the small-angle nature of linear elasticity
assert abs(tilt_elastic / theta - 1) < 2e-3


# --- Resolved cross-section: quarter cell, pipe centred on the corner
def pipe_fraction(nx, ny, h, sub=10):
    x = (np.arange(nx * sub) + 0.5) * h / sub
    y = (np.arange(ny * sub) + 0.5) * h / sub
    inside = (x[:, None]**2 + y[None, :]**2) < radius**2
    return inside.reshape(nx, sub, ny, sub).mean(axis=(1, 3))


def diffusion_matrix(D, h):
    """Finite-volume operator -div(D grad) with no-flux edges."""
    index = np.arange(D.size).reshape(D.shape)
    rows, cols, vals = [], [], []
    for first, second in (((slice(None, -1), slice(None)),
                           (slice(1, None), slice(None))),
                          ((slice(None), slice(None, -1)),
                           (slice(None), slice(1, None)))):
        g = (2 * D[first] * D[second] / (D[first] + D[second])).ravel() / h**2
        i, j = index[first].ravel(), index[second].ravel()
        rows += [i, j, i, j]
        cols += [i, j, j, i]
        vals += [g, g, -g, -g]
    return coo_matrix((np.concatenate(vals),
                       (np.concatenate(rows), np.concatenate(cols))),
                      shape=(D.size, D.size)).tocsc()


def extracted_ratio(gap, wavelength, h_target, half_width=20.0):
    """delta*D_b read off the decay rate, divided by the pipe formula."""
    ny = int(round(gap / 2 / h_target))
    h = gap / 2 / ny
    nx = int(round(half_width / h))
    width = nx * h
    k = 2 * np.pi / wavelength
    frac = pipe_fraction(nx, ny, h)
    D_faces = np.where(frac > 0.5, contrast, 1.0)
    D_axial = 1 + frac * (contrast - 1)
    operator = diffusion_matrix(D_faces, h) + diags(D_axial.ravel() * k**2)
    start = np.ones(D_faces.size)
    rate = eigsh(operator.tocsc(), k=1, sigma=0, which="LM", v0=start,
                 return_eigenvectors=False)[0]
    q = np.sqrt(rate - k**2)
    slab_product = 2 * q * np.tan(q * width) / k**2
    return slab_product / (area * contrast / gap)


ratio_long = extracted_ratio(spacing, 10000.0, 0.05)
ratio_short = extracted_ratio(spacing, 2000.0, 0.05)
ratio_wide = extracted_ratio(10 * spacing, 2000.0, 0.1)
# tolerances: grid error, and the finite spreading length between pipes
assert abs(ratio_long - 1) < 0.01
assert abs(ratio_short - 1) < 0.05
assert abs(ratio_wide - 1) > 0.10   # slab picture must fail for wide spacing


# --- Transverse transport: gradient in the boundary, normal to the pipes
def transverse_excess(gap, ny=100, half_width=5.0):
    h = gap / 2 / ny
    nx = int(round(half_width / h))
    D = np.where(pipe_fraction(nx, ny, h) > 0.5, contrast, 1.0)
    edge = np.zeros_like(D)
    edge[:, 0] += 2 * D[:, 0] / h**2
    edge[:, -1] += 2 * D[:, -1] / h**2
    source = np.zeros_like(D)
    source[:, -1] = 2 * D[:, -1] / h**2 * gap / 2
    matrix = (diffusion_matrix(D, h) + diags(edge.ravel())).tocsc()
    c = spsolve(matrix, source.ravel()).reshape(D.shape)
    current = np.sum(2 * D[:, -1] * (gap / 2 - c[:, -1]))
    return 2 * (current - nx * h)


trans_numeric = transverse_excess(spacing)
trans_formula = (2 * area / spacing
                 / (1 - np.pi**2 * radius**2 / (3 * spacing**2)))
# tolerance: staircase outline of the round pipe on a square grid
assert abs(trans_numeric / trans_formula - 1) < 0.04
trans_SI = trans_formula * nm * D_lattice

# --- Size of neglected effects for these numbers
lattice_length = np.sqrt(D_lattice * anneal_time) / nm
touch_angle = 2 * np.arcsin(burgers / (4 * radius))
assert 2 * radius < spacing and lattice_length > 5 * spacing
kB_eV = constants.k / constants.e
hot_factor = np.exp(activation / kB_eV
                    * (1 / temperature - 1 / (temperature + 10)))

print(f"tilt angle: {theta:.3f} rad = {np.degrees(theta):.2f} degrees")
print(f"pipe radius: {radius:.2f} nm")
print(f"Burgers vector: {burgers:.2f} nm")
print(f"pipe diffusivity: {D_pipe:.1e} m^2/s")
print(f"lattice diffusivity (rough): {D_lattice:.1e} m^2/s")
print(f"pipe spacing, full formula: {spacing:.5f} nm")
print(f"pipe spacing, b/theta: {spacing_small:.5f} nm")
print(f"pipe spacing from closure failure: {spacing_closure:.5f} nm")
print(f"tilt from summed elastic fields: {tilt_elastic:.5f} rad")
print(f"pipe cross-section: {area:.5f} nm^2")
print(f"pipes per length of boundary: {1 / spacing:.5f} per nm")
print(f"delta*D_b, full formula: {delta_Db:.5e} m^3/s")
print(f"delta*D_b, small angle: {delta_Db_small:.5e} m^3/s")
print(f"delta*D_b, full formula: {delta_Db * 1e6:.3e} cm^3/s")
print(f"small-angle relative error: {delta_Db_small / delta_Db - 1:.2e}")
print(f"D_b if delta = 1.0 nm: {delta_Db / (1.0 * nm):.3e} m^2/s")
print(f"D_b if delta = 0.5 nm: {delta_Db / (0.5 * nm):.3e} m^2/s")
print("Extracted delta*D_b divided by pipe formula (half width 20 nm):")
print(f"  spacing {spacing:.2f} nm, wave 10000 nm: {ratio_long:.4f}")
print(f"  spacing {spacing:.2f} nm, wave 2000 nm: {ratio_short:.4f}")
print(f"  spacing {10 * spacing:.2f} nm, wave 2000 nm: {ratio_wide:.4f}")
print(f"transverse excess / D_l, resolved: {trans_numeric:.4f} nm")
print(f"transverse excess / D_l, dipole formula: {trans_formula:.4f} nm")
print(f"transverse excess: {trans_SI:.3e} m^3/s")
print(f"transverse / parallel: {trans_SI / delta_Db:.2e}")
print(f"lattice background D_l/D_p: {1 / contrast:.1e}")
print(f"pipe diameter / spacing: {2 * radius / spacing:.3f}")
print(f"angle at which pipes touch: {touch_angle:.4f} rad"
      f" = {np.degrees(touch_angle):.2f} degrees")
print(f"anneal time: {anneal_time:.0f} s")
print(f"lattice diffusion length sqrt(D_l t): {lattice_length:.2f} nm")
print(f"lattice diffusion length / spacing: {lattice_length / spacing:.2f}")
print(f"time for sqrt(D_l t) = spacing: "
      f"{(spacing * nm)**2 / D_lattice:.1f} s")
print(f"factor in delta*D_b for radius +10 percent: {1.1**2:.3f}")
print(f"temperature (rough): {temperature:.0f} K")
print(f"pipe activation energy (rough): {activation:.2f} eV")
print(f"factor in D_p for +10 K: {hot_factor:.3f}")
print("no test failed")
```

It prints:

```
tilt angle: 0.100 rad = 5.73 degrees
pipe radius: 0.50 nm
Burgers vector: 0.25 nm
pipe diffusivity: 1.0e-14 m^2/s
lattice diffusivity (rough): 1.0e-19 m^2/s
pipe spacing, full formula: 2.50104 nm
pipe spacing, b/theta: 2.50000 nm
pipe spacing from closure failure: 2.50104 nm
tilt from summed elastic fields: 0.09994 rad
pipe cross-section: 0.78540 nm^2
pipes per length of boundary: 0.39983 per nm
delta*D_b, full formula: 3.14028e-24 m^3/s
delta*D_b, small angle: 3.14159e-24 m^3/s
delta*D_b, full formula: 3.140e-18 cm^3/s
small-angle relative error: 4.17e-04
D_b if delta = 1.0 nm: 3.140e-15 m^2/s
D_b if delta = 0.5 nm: 6.281e-15 m^2/s
Extracted delta*D_b divided by pipe formula (half width 20 nm):
  spacing 2.50 nm, wave 10000 nm: 1.0016
  spacing 2.50 nm, wave 2000 nm: 1.0312
  spacing 25.01 nm, wave 2000 nm: 0.7984
transverse excess / D_l, resolved: 0.7256 nm
transverse excess / D_l, dipole formula: 0.7231 nm
transverse excess: 7.231e-29 m^3/s
transverse / parallel: 2.30e-05
lattice background D_l/D_p: 1.0e-05
pipe diameter / spacing: 0.400
angle at which pipes touch: 0.2507 rad = 14.36 degrees
anneal time: 3600 s
lattice diffusion length sqrt(D_l t): 18.97 nm
lattice diffusion length / spacing: 7.59
time for sqrt(D_l t) = spacing: 62.6 s
factor in delta*D_b for radius +10 percent: 1.210
temperature (rough): 750 K
pipe activation energy (rough): 1.50 eV
factor in D_p for +10 K: 1.357
no test failed
```
